**Bias of Pauli blocking from clamped occupation estimates**

A scattering event is accepted if a uniform random number is below $1-N/M$, where $N$ is the Poisson count in a phase-space cell, $M$ is the count of a full cell and $f=\langle N\rangle/M$. The mean acceptance is $1-f+b$, with $b=\langle\max(0,N/M-1)\rangle>0$. The program asserts the closed form of $b$ against direct Poisson sums, its slope, bound and full-cell limit, the Gaussian approximation, and the effect of averaging counts before clamping. It also asserts, by series coefficients up to seventh order, that the unbiased single-count rule is $1-n/M$. A birth-death model confirms that the bias vanishes when blocked scattering alone changes the count and $M$ is an integer, and that it approaches the Poisson result under fast exchange. A three-level particle simulation agrees with the modified steady law and departs from Fermi-Dirac statistics. For a degenerate InGaAs-like source with $M=16$, the output shows acceptance into the lowest cell 131 times too large at the Fermi-Dirac occupation. In the fast-exchange limit at fixed density, the occupation at the band bottom rises to 1.64.

## Numerical check

```python
# Result under test: Pauli blocking by the rule "accept if r < 1 - N/M" is
# biased although N/M is an unbiased estimate of the cell occupation f.
#   N : simulated particles in a phase-space cell, Poisson with mean M*f
#   M : number of simulated particles in a completely full cell
#   mean acceptance A(f) = 1 - f + b,  b = E[max(0, N/M - 1)] > 0
#   closed form: b = f P(N>=K) - P(N>=K+1),  K = floor(M) >= 1
# Consequence for independent cells and a thermal lattice:
#   steady occupation m obeys m/A(m) = C exp(-E/kT), not Fermi-Dirac.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import expit, gammainc, gammaincc, gammaln
from scipy.stats import binom, norm, poisson

rng = np.random.default_rng(12345)


def bias(f, M):
    K = np.floor(M)
    return f * gammainc(K, M * f) - gammainc(K + 1, M * f)


def acceptance(f, M):
    K = np.floor(M)
    return gammaincc(K + 1, M * f) - f * gammaincc(K, M * f)


def poisson_average(func, f, M):
    lam = M * f
    n = np.arange(int(lam + M + 40 * np.sqrt(lam + 1) + 60))
    return np.sum(poisson.pmf(n, lam) * func(n / M))


def clamp(x):
    return np.maximum(0.0, 1.0 - x)


# ---------- tests of the single-cell bias ----------
for M in (1, 4, 7.3, 16, 100):
    for f in (0.2, 0.7, 0.95, 1.0):
        assert abs(poisson_average(lambda x: 1 - x, f, M) - (1 - f)) < 1e-10
        direct = poisson_average(clamp, f, M)
        assert abs(direct - (1 - f) - bias(f, M)) < 1e-10
        assert abs(direct - acceptance(f, M)) < 1e-10
        excess = poisson_average(lambda x: np.maximum(0, x - 1), f, M)
        assert excess > 0
        if M == int(M):
            h = 1e-4
            slope = (poisson_average(clamp, f + h, M)
                     - poisson_average(clamp, f - h, M)) / (2 * h)
            assert abs(slope + 1 - gammainc(M, M * f)) < 1e-5
            bound = np.exp(-M * (f - 1 - np.log(f))
                           + M * np.log(M) - M - gammaln(M + 1))
            assert excess <= bound * (1 + 1e-9)
            if f == 1.0:
                assert abs(excess / bound - 1) < 1e-8
                assert abs(excess * np.sqrt(2 * np.pi * M) - 1) < 1 / (12 * M)

# Gaussian form: relative error must shrink like 1/sqrt(M) at fixed z
gauss_error = []
for M in (100, 10000):
    z = 1.0
    f = ((-z / np.sqrt(M) + np.sqrt(z * z / M + 4)) / 2) ** 2
    gauss = np.sqrt(f / M) * (norm.pdf(z) - z * norm.sf(z))
    exact = poisson_average(lambda x: np.maximum(0, x - 1), f, M)
    gauss_error.append(abs(gauss / exact - 1))
assert gauss_error[1] < 0.01 and gauss_error[1] < gauss_error[0] / 5

# the only unbiased rule based on one Poisson count is 1 - n/M
lam_s, M_s = sp.symbols("lam M", positive=True)
ser = sp.expand(sp.series(sp.exp(lam_s) * (1 - lam_s / M_s),
                          lam_s, 0, 8).removeO())
for n in range(8):
    rule = sp.factorial(n) * ser.coeff(lam_s, n)
    assert sp.simplify(rule - (1 - n / M_s)) == 0

# averaging four counts before clamping acts like a four times larger M
one = poisson.pmf(np.arange(120), 16 * 0.9)
four = np.convolve(np.convolve(one, one), np.convolve(one, one))
averaged = np.sum(four * clamp(np.arange(four.size) / (4 * 16)))
assert abs(averaged - (1 - 0.9) - bias(0.9, 64)) < 1e-10


# ---------- steady occupation with biased blocking ----------
def make_law(M):
    """Return m(x) that solves m/A(m) = exp(-x), with x = (E-mu)/kT."""
    m = np.geomspace(1e-12, 4, 8000)
    a = acceptance(m, M)
    ok = a > 1e-9 * m
    x = np.log(a[ok] / m[ok])[::-1]
    logm = np.log(m[ok])[::-1]
    return lambda q: np.exp(np.interp(q, x, logm))


M = 16
law = make_law(M)

# particle simulation: three levels, many boxes, full shuffling between boxes
levels = np.array([0.0, 2.0, 5.0])            # energies in kT
boxes, steps, burn = 600, 3500, 600
hop = 0.02 * np.exp(-(levels[None, :] - levels[:, None]) / 2)
totals = np.rint(np.array([0.8, 0.7, 0.5]) * M * boxes).astype(int)
filling = totals.sum() / (M * boxes)
share = np.full(boxes, 1 / boxes)
acc_sum = np.zeros(3)
for step in range(steps):
    N = np.array([rng.multinomial(t, share) for t in totals])
    accept = clamp(N / M)
    for i in range(3):
        for j in range(3):
            if i != j:
                moved = rng.binomial(N[i], hop[i, j] * accept[j]).sum()
                totals[i] -= moved
                totals[j] += moved
    if step >= burn:
        acc_sum += totals
sim = acc_sum / ((steps - burn) * M * boxes)
mu_b = brentq(lambda u: law(levels - u).sum() - filling, -5, 12)
mu_f = brentq(lambda u: expit(u - levels).sum() - filling, -5, 12)
pred, ideal = law(levels - mu_b), expit(mu_f - levels)
assert np.max(np.abs(sim - pred)) < 0.01      # statistical error about 0.002
assert abs(sim[0] - ideal[0]) > 0.05


# one cell exchanging particles with equal cells (rates in units of R)
def count_law(s, m_in, f0):
    n = np.arange(400)
    birth = M * (s * m_in + f0 * clamp(n / M))
    death = (s + 1 - f0) * n
    p = np.cumprod(np.concatenate(([1.0], birth[:-1] / death[1:])))
    return n, p / p.sum()


def steady_cell(s, f0):
    def gap(m):
        n, p = count_law(s, m, f0)
        return np.sum(n * p) / M - m
    m = brentq(gap, 1e-6, 6, xtol=1e-13)
    n, p = count_law(s, m, f0)
    return m, np.sum(p * np.maximum(0, n / M - 1)), np.var(
        rng.choice(n, 10, p=p)) * 0 + (np.sum(n**2 * p) / (m * M) - m * M)


# ---------- worked example: degenerate InGaAs-like source ----------
mass, alpha, T = 0.043, 1.2, 300.0            # m0, 1/eV, K (rough values)
density_cm = 5e18
density = density_cm * 1e-21                  # nm^-3
Lx, Ly, width, dk = 40.0, 40.0, 1000.0, 0.2   # nm, nm, nm, 1/nm
relax = 1e13                                  # 1/s, rough scattering rate
kB = sc.k / sc.e
h2m = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18  # eV nm^2
kgrid = np.linspace(0, 1.5, 3001)


def energy(k2, al=alpha):
    g = h2m * k2 / mass
    return 2 * g / (1 + np.sqrt(1 + 4 * al * g))


def fermi_level(temp, al=alpha):
    def gap(mu):
        occ = expit((mu - energy(kgrid**2, al)) / (kB * temp))
        return simpson(kgrid**2 * occ, x=kgrid) / np.pi**2 / density - 1
    return brentq(gap, -0.5, 1.0)


def cell_mean(kx, mu, temp, al=alpha):
    u, w = np.polynomial.legendre.leggauss(20)
    q, w = u * dk / 2, w / 2
    k2 = ((kx + q)[:, None, None]**2 + q[None, :, None]**2
          + q[None, None, :]**2)
    occ = expit((mu - energy(k2, al)) / (kB * temp))
    return np.einsum("i,j,k,ijk", w, w, w, occ)


mu = fermi_level(T)
# all k-cells together must return the density found by the radial integral
u6, w6 = np.polynomial.legendre.leggauss(6)
nodes = (np.arange(-7, 8)[:, None] * dk + u6 * dk / 2).ravel()
wts = np.tile(w6 * dk / 2, 15)
k2all = (nodes[:, None, None]**2 + nodes[None, :, None]**2
         + nodes[None, None, :]**2)
box_sum = np.einsum("i,j,k,ijk", wts, wts, wts,
                    expit((mu - energy(k2all)) / (kB * T)))
assert abs(2 * box_sum / (2 * np.pi)**3 / density - 1) < 1e-4

volume = Lx * Ly * width
capacity = 2 * volume * dk**3 / (2 * np.pi)**3
weight = capacity / M
particles = density * volume / weight
print(f"mass {mass} m0, nonparabolicity {alpha} /eV, T {T:.0f} K")
print(f"density {density_cm:.1e} cm^-3, Fermi level {mu:.4f} eV")
print(f"thermal energy kT {kB*T:.5f} eV")
print(f"real cell {Lx:.0f} x {Ly:.0f} x {width:.0f} nm, k edge {dk} /nm")
print(f"electrons in full cell {capacity:.2f}, M {M}")
print(f"electrons per particle {weight:.3f}")
print(f"particles in real-space cell {particles:.0f}")
print(f"bias at f=1: {bias(1.0, M):.5f}; "
      f"1/sqrt(2 pi M): {1/np.sqrt(2*np.pi*M):.5f}")
print("kx(1/nm)  f  1-f  P(N>M)  bias b  mean acceptance A  A/(1-f)")
cells = {}
for kx in (0.0, 0.2, 0.4, 0.6, 0.8):
    f = cell_mean(kx, mu, T)
    cells[kx] = f
    b, A = bias(f, M), acceptance(f, M)
    print(f"{kx:.1f}  {f:.5f}  {1-f:.3e}  {gammainc(M+1, M*f):.3e}  "
          f"{b:.3e}  {A:.5f}  {A/(1-f):.4g}")

f4 = cells[0.4]
trials = 2_000_000
rate = np.mean(rng.random(trials) < 1 - rng.poisson(M * f4, trials) / M)
A4 = acceptance(f4, M)
err = np.sqrt(A4 * (1 - A4) / trials)
assert abs(rate - A4) < 5 * err and rate - (1 - f4) > 20 * err
print(f"random trials, kx=0.4: acceptance {rate:.5f} +- {err:.5f}")
for J in (1, 4, 16, 64):
    print(f"kx=0.4, {J} counts averaged before clamping: "
          f"b {bias(f4, J*M):.3e}")

speed = (sc.hbar * 0.4e9 / (mass * sc.m_e)
         / (1 + 2 * alpha * energy(0.16)))
s_real = speed / (Lx * 1e-9) / relax
print(f"kx=0.4: speed {speed:.3e} m/s, crossing time "
      f"{Lx*1e-9/speed*1e15:.1f} fs")
print(f"assumed relaxation rate R {relax:.1e} 1/s, s/R {s_real:.3f}")
print("kx=0.4 cell: s/R  steady m  bias b  variance/mean of N")
chain = []
for s in (0.0, s_real, 1e4):
    m, b, fano = steady_cell(s, f4)
    assert abs(m - f4 - f4 * b) < 1e-7
    chain.append((m, b))
    print(f"{s:.4g}  {m:.5f}  {b:.5f}  {fano:.4f}")
n, p0 = count_law(0.0, f4, f4)
assert np.max(np.abs(p0 - binom.pmf(n, M, f4))) < 1e-10
assert chain[0][1] < 1e-12 < chain[1][1] < chain[2][1]
assert abs(chain[2][0] - law(np.log((1 - f4) / f4))) < 1e-3

print(f"three-level simulation, energies 0, 2, 5 kT, filling {filling:.2f}")
for name, v in (("simulated", sim), ("biased law", pred),
                ("Fermi-Dirac", ideal)):
    print(f"  {name}: {v[0]:.4f} {v[1]:.4f} {v[2]:.4f}")

E = energy(kgrid**2)
occ = expit((mu - E) / (kB * T))
mean_E = simpson(kgrid**2 * occ * E, x=kgrid) / np.pi**2 / density
print("fixed density, fast exchange: M  mu(eV)  m(k=0)  mean energy(eV)")
print(f"Fermi-Dirac  {mu:.4f}  {occ[0]:.4f}  {mean_E:.4f}")
bottoms, energies = [], []
for MM in (16, 64, 256):
    lw = make_law(MM)
    mb = brentq(lambda q: simpson(kgrid**2 * lw((E - q) / (kB * T)),
                                  x=kgrid) / np.pi**2 / density - 1, -0.2, 0.4)
    om = lw((E - mb) / (kB * T))
    eb = simpson(kgrid**2 * om * E, x=kgrid) / np.pi**2 / density
    bottoms.append(om[0])
    energies.append(eb)
    print(f"{MM}  {mb:.4f}  {om[0]:.4f}  {eb:.4f}")
assert bottoms[0] > bottoms[1] > bottoms[2] > occ[0]
assert energies[0] < energies[1] < energies[2] < mean_E

# ---------- size of neglected effects, for the kx = 0.4 cell ----------
print("Checks of neglected effects (kx=0.4 cell unless stated):")
centre = expit((mu - energy(0.16)) / (kB * T))
print(f"f at cell centre {centre:.5f}, cell mean {f4:.5f}")
nb = np.arange(int(round(particles)) + 1)
pb = binom.pmf(nb, nb[-1], M * f4 / nb[-1])
b_fin = np.sum(pb * np.maximum(0, nb / M - 1))
print(f"b finite ensemble {b_fin:.5f}, Poisson {bias(f4, M):.5f}")
f_par = cell_mean(0.4, fermi_level(T, 0.0), T, 0.0)
print(f"parabolic band: f {f_par:.5f}, b {bias(f_par, M):.5f}")
f_hot = cell_mean(0.4, fermi_level(400.0), 400.0)
print(f"400 K: f {f_hot:.5f}, b {bias(f_hot, M):.5f}")
gap_L, mass_L = 0.5, 0.5                      # eV, m0 (rough values)
n_L = 2 * (mass_L * sc.m_e * sc.k * T / (2 * np.pi * sc.hbar**2))**1.5
frac_L = n_L * 1e-27 * np.exp((mu - gap_L) / (kB * T)) / density
print(f"L valley at {gap_L} eV, DOS mass {mass_L} m0: share {frac_L:.2e}")
spacing = 3 * h2m * np.pi**2 / (mass * Lx**2)
print(f"first level spacing in 40 nm {spacing*1e3:.2f} meV")
print(f"phase-space area dx*dk/(2 pi) {Lx*dk/(2*np.pi):.3f}")
field = 0.01                                  # MV/cm
drift = sc.e * field * 1e8 / (sc.hbar * dk * 1e9) / relax
print(f"field {field} MV/cm: k-drift exchange rate/R {drift:.3f}")
print(f"energy from field over 40 nm {field*1e8*Lx*1e-9:.3f} eV, "
      f"gap about {0.74} eV")
print("PASS")
```

Output:

```
mass 0.043 m0, nonparabolicity 1.2 /eV, T 300 K
density 5.0e+18 cm^-3, Fermi level 0.1949 eV
thermal energy kT 0.02585 eV
real cell 40 x 40 x 1000 nm, k edge 0.2 /nm
electrons in full cell 103.20, M 16
electrons per particle 6.450
particles in real-space cell 1240
bias at f=1: 0.09922; 1/sqrt(2 pi M): 0.09974
kx(1/nm)  f  1-f  P(N>M)  bias b  mean acceptance A  A/(1-f)
0.0  0.99924  7.580e-04  4.328e-01  9.881e-02  0.09957  131.4
0.2  0.99650  3.501e-03  4.285e-01  9.736e-02  0.10086  28.81
0.4  0.88258  1.174e-01  2.547e-01  4.778e-02  0.16520  1.407
0.6  0.17692  8.231e-01  9.448e-09  6.983e-10  0.82308  1
0.8  0.00152  9.985e-01  9.469e-43  5.926e-44  0.99848  1
random trials, kx=0.4: acceptance 0.16486 +- 0.00026
kx=0.4, 1 counts averaged before clamping: b 4.778e-02
kx=0.4, 4 counts averaged before clamping: b 1.036e-02
kx=0.4, 16 counts averaged before clamping: b 5.686e-04
kx=0.4, 64 counts averaged before clamping: b 3.100e-07
kx=0.4: speed 8.307e+05 m/s, crossing time 48.2 fs
assumed relaxation rate R 1.0e+13 1/s, s/R 2.077
kx=0.4 cell: s/R  steady m  bias b  variance/mean of N
0  0.88258  0.00000  0.1174
2.077  0.93365  0.05787  0.8113
1e+04  0.94732  0.07336  1.0000
three-level simulation, energies 0, 2, 5 kT, filling 2.00
  simulated: 1.1230 0.7524 0.1247
  biased law: 1.1229 0.7525 0.1246
  Fermi-Dirac: 0.9731 0.8306 0.1962
fixed density, fast exchange: M  mu(eV)  m(k=0)  mean energy(eV)
Fermi-Dirac  0.1949  0.9995  0.1361
16  0.1795  1.6407  0.1187
64  0.1885  1.2859  0.1284
256  0.1925  1.1258  0.1330
Checks of neglected effects (kx=0.4 cell unless stated):
f at cell centre 0.94056, cell mean 0.88258
b finite ensemble 0.04728, Poisson 0.04778
parabolic band: f 0.93692, b 0.06879
400 K: f 0.82192, b 0.02985
L valley at 0.5 eV, DOS mass 0.5 m0: share 1.33e-05
first level spacing in 40 nm 16.40 meV
phase-space area dx*dk/(2 pi) 1.273
field 0.01 MV/cm: k-drift exchange rate/R 0.760
energy from field over 40 nm 0.040 eV, gap about 0.74 eV
PASS
```
